# Harmonic Selection Rules from Dynamical Symmetry

## A response without memory

Suppose first that a target follows the light field instantaneously. Let $\mathbf d(t)$ be the mean displacement of its electrons; the electric dipole moment is $-\mathbf d$ in atomic units, and the sign does not affect which frequencies appear. For a field $E(t)=F\cos\omega t$ along $x$, expand

$$d_x=\alpha E+\beta E^2+\gamma E^3 .\tag{1}$$

If the target is unchanged by inversion, reversing $E$ must reverse $d_x$, so $\beta=0$. Since $\cos^3\omega t=\tfrac34\cos\omega t+\tfrac14\cos3\omega t$, orders 1 and 3 remain. Without inversion symmetry, $\beta E^2=\tfrac12\beta F^2(1+\cos2\omega t)$ adds a static displacement and order 2.

Now let two circular fields rotate oppositely in the $xy$ plane. Combine the components of a vector into one complex number, $E_+=E_x+iE_y$ and $d_+=d_x+id_y$, and take

$$E_+(t)=F_1e^{i\omega t}+F_2e^{-2i\omega t},\tag{2}$$

with $F_1,F_2$ real. The first term turns from $x$ towards $y$, the second the other way. For a target isotropic in the plane, the lowest nonlinear response is $\gamma|E_+|^2E_+$. Here

$$|E_+|^2=F_1^2+F_2^2+F_1F_2\left(e^{3i\omega t}+e^{-3i\omega t}\right),$$

and multiplication by (2) gives

$$\begin{aligned}|E_+|^2E_+={}&(F_1^3+2F_1F_2^2)e^{i\omega t}+(F_2^3+2F_1^2F_2)e^{-2i\omega t}\\&+F_1^2F_2\,e^{4i\omega t}+F_1F_2^2\,e^{-5i\omega t}.\end{aligned}\tag{3}$$

Order 3 is missing. Order 4 turns with the $\omega$ field and order 5 with the $2\omega$ field. A real target has memory and, in a strong field, no useful power series. The pattern nevertheless survives, because it rests on a symmetry that joins a spatial operation to a shift in time.

## The symmetry of the driven Hamiltonian

In the dipole approximation and atomic units,

$$H(t)=H_0+\mathbf E(t)\cdot\mathbf r,\qquad T=2\pi/\omega,\tag{4}$$

where $\mathbf r$ is the sum of the electron positions, $H_0$ contains the electron interactions and fixed nuclei, and $\mathbf E$ has period $T$. We look for a unitary spatial operation $S$ and an integer $N$ such that

$$H(t+\tau)=S\,H(t)\,S^\dagger,\qquad \tau=T/N,\qquad S^N=1.\tag{5}$$

This is a dynamical symmetry: neither the shift by $\tau$ nor the operation $S$ need leave $H(t)$ unchanged separately.

**Inversion.** Let $S=\Pi$, with $\Pi\mathbf r\Pi^\dagger=-\mathbf r$ and $\Pi^2=1$. If $H_0$ commutes with $\Pi$ and the field satisfies

$$\mathbf E(t+T/2)=-\mathbf E(t),\tag{6}$$

then $H(t+T/2)=H_0-\mathbf E(t)\cdot\mathbf r=\Pi H(t)\Pi^\dagger$, which is (5) with $N=2$. A single-frequency field of any polarization obeys (6). Adding a component at $2\omega$ destroys it, because that component does not change sign after $T/2$. Inversion symmetry of the target is therefore not sufficient by itself.

**Threefold rotation.** Let $S=e^{-i\theta L_z}$ with $\theta=2\pi/3$, where $L_z$ is the total orbital angular momentum about the propagation axis $z$ and $\hbar=1$. Put $r_+=x+iy$. From $[L_z,x]=iy$ and $[L_z,y]=-ix$,

$$[L_z,r_+]=iy+i(-ix)=r_+ .$$

Regarded as a function of $\theta$, the operator $S^\dagger r_+S$ thus has derivative $iS^\dagger[L_z,r_+]S=i\,S^\dagger r_+S$, and it equals $r_+$ at $\theta=0$. Hence

$$S^\dagger r_+S=e^{i\theta}r_+,\qquad S\,r_+S^\dagger=e^{-i\theta}r_+ .\tag{7}$$

The field (2) obeys

$$E_+(t+T/3)=F_1e^{i\omega t}e^{2\pi i/3}+F_2e^{-2i\omega t}e^{-4\pi i/3}=e^{2\pi i/3}E_+(t),\tag{8}$$

because $e^{-4\pi i/3}=e^{2\pi i/3}$. A third of a period rotates the whole field pattern by $120^\circ$. With $r_-=r_+^\dagger$ the interaction is $\mathbf E\cdot\mathbf r=\tfrac12(E_+^*r_++E_+r_-)$, so (7) and (8) give

$$\begin{aligned}S\,[\mathbf E(t)\cdot\mathbf r]\,S^\dagger&=\tfrac12\left(E_+^*e^{-i\theta}r_++E_+e^{i\theta}r_-\right)\\&=\mathbf E(t+T/3)\cdot\mathbf r .\end{aligned}$$

If $H_0$ commutes with $S$, condition (5) holds with $N=3$. Without spin-orbit coupling an atom qualifies, and so does a molecule with a threefold axis along $z$. With spin-orbit coupling $L_z$ is replaced by the total angular momentum $J_z$; equation (7) still holds, and $S^3=\pm1$ only adds a sign to (10) below, so the rules are unchanged. Inversion symmetry is not required.

## From the Hamiltonian to the state

Let $U(t,s)$ be the evolution operator from time $s$ to time $t$, and define $V(t)=S\,U(t,s)\,S^\dagger$. By (5),

$$i\,\partial_tV=S\,H(t)U(t,s)\,S^\dagger=S\,H(t)S^\dagger\,V=H(t+\tau)V,\qquad V(s)=1 .$$

The operator $U(t+\tau,s+\tau)$ satisfies the same equation and the same initial condition. The solution is unique, so

$$U(t+\tau,s+\tau)=S\,U(t,s)\,S^\dagger .\tag{9}$$

Applying this $k$ times gives $U((k+1)\tau,k\tau)=S^kU(\tau,0)S^{-k}$. The evolution over a full period is the product of $N$ such pieces, later times to the left. Between neighbours stands $S^{-k}S^{k-1}=S^{-1}$, so

$$\begin{aligned}U(T,0)&=S^{N-1}U(\tau,0)\,S^{-1}U(\tau,0)\cdots S^{-1}U(\tau,0)\\&=S^N\left[S^{-1}U(\tau,0)\right]^N=W^N,\qquad W=S^\dagger U(\tau,0).\end{aligned}\tag{10}$$

A Floquet state starts from an eigenvector $v$ of the one-period evolution, $U(T,0)v=\lambda v$. Because $W$ commutes with its own power $W^N$,

$$U(T,0)\,Wv=W\,U(T,0)v=\lambda\,Wv .$$

Assume that $\lambda$ is nondegenerate. Then $Wv$ must be proportional to $v$: $Wv=\mu v$, with $\mu^N=\lambda$. Written out, $U(\tau,0)v=\mu Sv$. For $\psi(t)=U(t,0)v$, equation (9) with $s=0$ now yields

$$\begin{aligned}\psi(t+\tau)&=U(t+\tau,\tau)\,U(\tau,0)v\\&=S\,U(t,0)S^\dagger\,\mu Sv=\mu\,S\,\psi(t).\end{aligned}\tag{11}$$

After the time $\tau$ the electrons are in the same state, rotated or inverted, up to a factor.

Nothing here required $H_0$ to be Hermitian. Ionization may be represented by a loss term in $H_0$, provided that it commutes with $S$. Then $|\mu|<1$ and the norm of $\psi$ decays. Define the dipole per surviving norm,

$$\mathbf d(t)=\frac{\langle\psi(t)|\mathbf r|\psi(t)\rangle}{\langle\psi(t)|\psi(t)\rangle}.\tag{12}$$

## The selection rules

In (12) the factor $|\mu|^2$ from (11) cancels between numerator and denominator. For inversion this leaves

$$\mathbf d(t+T/2)=-\mathbf d(t),\tag{13}$$

and for the threefold case (7) gives

$$d_+(t+T/3)=e^{2\pi i/3}\,d_+(t).\tag{14}$$

Two applications of (13), or three of (14), show that the dipole has period $T$. It can be expanded in the Fourier series

$$d_+(t)=\sum_{q=-\infty}^{\infty}c_q\,e^{iq\omega t}.\tag{15}$$

**Odd orders.** The shift $T/2$ multiplies the term $q$ by $e^{iq\pi}=(-1)^q$. Equation (13) demands $(-1)^qc_q=-c_q$, so $c_q=0$ for every even $q$, including $q=0$. The same argument applies to $d_z$. An inversion-symmetric target in a field obeying (6) emits odd orders.

**Orders $3n\pm1$.** The shift $T/3$ multiplies the term $q$ by $e^{2\pi iq/3}$. Equation (14) demands

$$\left(e^{2\pi i(q-1)/3}-1\right)c_q=0,\tag{16}$$

so $c_q$ vanishes unless $q=1+3k$ with integer $k$. The allowed values are

$$q=1,\,4,\,7,\dots\quad\text{and}\quad q=-2,\,-5,\,-8,\dots$$

The sign of $q$ gives the sense of rotation. For $q>0$ the displacement $c_qe^{iq\omega t}$ turns from $x$ towards $y$, as the $\omega$ field does; for $q<0$ it turns with the $2\omega$ field. At a positive order $m$ both $c_m$ and $c_{-m}$ could contribute, and together they would trace an ellipse. But $m$ and $-m$ cannot both leave remainder 1 on division by 3, since their sum is 0. Each allowed line is therefore circular: order $3n+1$ turns with the $\omega$ field, order $3n-1$ with the $2\omega$ field. For light travelling along $+z$, turning from $x$ to $y$ is positive helicity, and the sequence $1,2,4,5,7,8,\dots$ has helicities $+,-,+,-,+,-,\dots$. Seen along $-z$, all the signs are reversed and the alternation remains.

The component $d_z$ needs separate care. Since $S$ leaves $z$ unchanged, $d_z(t+T/3)=d_z(t)$, which permits the orders $3n$. A dipole along $z$ does not radiate along $z$, so these orders are absent from the light emitted on the axis. If $H_0$ is also symmetric under $z\to-z$, this reflection commutes with $H(t)$, because the field lies in the plane. The nondegenerate Floquet state is then even or odd under it, and $d_z=0$.

Emission is governed by the acceleration, which multiplies $c_q$ by $-q^2\omega^2$. This changes the strengths but not the rules. With loss, the dipole without the denominator of (12) is $\mathbf d(t)$ times the norm. By (11) the norm is multiplied by $|\mu|^2$ at each step $\tau$, so it is a decaying exponential times a function of period $\tau$. That function contains orders that are multiples of $N$ and cannot turn an allowed order into a forbidden one. The exponential broadens the lines.

## Photon counting and a limiting case

The rule can be read as a balance of energy and angular momentum. Let the target absorb net numbers $a$ of $\omega$ photons and $b$ of $2\omega$ photons, negative numbers meaning emission into the driving field, and return to its initial state. The emitted order is $m=a+2b$. An $\omega$ photon brings angular momentum $+1$ along $z$, a $2\omega$ photon $-1$, and a photon emitted along $z$ carries away $\pm1$. For a target isotropic about $z$,

$$a-b=\pm1\quad\Longrightarrow\quad m=a+2b=3b\pm1,\tag{17}$$

with the upper sign for the helicity of the $\omega$ field. Order 4 has $b=1$, $a=2$, which is the factor $F_1^2F_2$ in (3). A threefold target can take up angular momentum in multiples of 3. Then $a-b=\pm1+3k$ and $m=3(b+k)\pm1$, so the rule is unchanged.

If the $2\omega$ field is removed and the target is isotropic about $z$, the field $F_1e^{i\omega t}$ obeys a relation like (8) for every $N$: a shift $T/N$ rotates it by $2\pi/N$. The argument leading to (16) now gives $e^{2\pi i(q-1)/N}=1$ for every $N$. Taking $N>|q-1|$ forces $q=1$. The steady in-plane response to one circular field then contains no harmonics. For a target with a threefold axis but no higher rotational symmetry, $N=3$ is what remains, and the orders in (16) stay allowed even with a single circular field.

If instead the two fields rotate in the same sense, $E_+=F_1e^{i\omega t}+F_2e^{2i\omega t}$. A time shift $\tau$ acts as a rotation if both terms acquire the same phase, $e^{i\omega\tau}=e^{2i\omega\tau}$, which requires $\omega\tau$ to be a multiple of $2\pi$. No shift shorter than a period is compensated by a rotation. The cubic response then contains $F_1F_2^2e^{3i\omega t}$, so order 3 appears.

## When the state lacks the symmetry

A symmetric Hamiltonian is not enough; the state must share the symmetry. For a superposition $\psi=\sum_k\alpha_k\psi_k$ of Floquet states with factors $\mu_k$, equations (7) and (11) turn the cross terms of the unnormalized dipole into

$$\alpha_j^*\alpha_k\langle\psi_j|r_+|\psi_k\rangle_{t+\tau}=\mu_j^*\mu_k\,e^{i\theta}\,\alpha_j^*\alpha_k\langle\psi_j|r_+|\psi_k\rangle_t .\tag{18}$$

Without loss the norm is constant and $|\mu_k|=1$, so a cross term with $\mu_j\neq\mu_k$ violates (14) unless it vanishes or cancels against other cross terms that carry the same factor $\mu_j^*\mu_k$. Such a cancellation is special; it can be arranged in a harmonic well, where equally spaced levels make these factors coincide. With unequal losses the norm of the superposition does not change by one fixed factor per step either, and (14) fails in general. Sudden switching creates such superpositions. A short pulse also violates (5) directly, because its envelope changes during $\tau$.

An ensemble, for example one spread over the states of a degenerate level, needs a density operator. For initial value $\rho_0$, the steps behind (11) give

$$\rho(t+\tau)=S\,U(t,0)\,W\rho_0W^\dagger\,U(t,0)^\dagger S^\dagger .\tag{19}$$

If $W\rho_0W^\dagger$ is proportional to $\rho_0$, the mean dipole obeys (13) or (14), although a single member of the ensemble may not.

If the losses differ, the state with the largest $|\lambda|$ outlives the others. Let $\lambda_1$ belong to it and $\lambda_2$ to the next. After $n$ cycles the relative size of the cross term falls as $|\lambda_2/\lambda_1|^n$, and the rule emerges from an initially asymmetric motion.

## A driven electron in a plane

Take one electron in a plane, in atomic units, with

$$H_0=\tfrac12p^2+\tfrac14r^4-i\eta r^4,\qquad \eta=0.002,\tag{20}$$

$\omega=0.35$ and all field amplitudes $0.3$. The loss term is a simple stand-in for ionization; the model has no atomic continuum. Without loss, the two lowest levels lie at $0.9305$ and $2.1407$. Their separation is $1.2102/0.35=3.46$ photon energies. In a plane, inversion is the rotation by $\pi$, so both symmetries can be built from $L_z$.

The evolution over one period, $T=2\pi/0.35=17.95$, was computed from the time-dependent Hamiltonian without imposing a selection rule. The tests confirm (10) and the eigenstate property of $W$ for both fields, with errors of about $10^{-13}$ or less. The state used below is the Floquet state that decays most slowly. It loses 8.8% of its norm per cycle in the linear field and 10.2% in the counter-rotating fields.

For the linear field, let $A_m=(|c_m|^2+|c_{-m}|^2)^{1/2}$. The odd orders 1, 3, 5 and 7 have $A_m=0.155$, $2.20\times10^{-3}$, $1.79\times10^{-5}$ and $4.6\times10^{-8}$, while orders 2, 4 and 6 lie at the rounding level of $10^{-16}$ or below. The radiated power scales as $m^4A_m^2$, so the third harmonic has

$$3^4\left(\frac{2.196\times10^{-3}}{0.1548}\right)^2=81\times2.01\times10^{-4}=0.016$$

of the power at order 1.

For the counter-rotating fields the allowed amplitudes are:

| order | sense | $\lvert c_q\rvert$ |
|---|---|---|
| 1 | $\omega$ field | $0.206$ |
| 2 | $2\omega$ field | $0.281$ |
| 4 | $\omega$ field | $1.48\times10^{-2}$ |
| 5 | $2\omega$ field | $5.44\times10^{-3}$ |
| 7 | $\omega$ field | $1.70\times10^{-4}$ |
| 8 | $2\omega$ field | $1.10\times10^{-4}$ |

The opposite senses at these orders, and both senses at orders 3 and 6, are below $10^{-15}$. A larger basis with finer time steps changes the allowed amplitudes by at most $1.5\times10^{-4}$%.

The unequal members of each pair reveal memory. An instantaneous isotropic response has the form $d_+=f(|E_+|^2)E_+$. Since $|E_+|^2$ is even in time and has period $T/3$, one can write $f=\sum_kf_ke^{3ik\omega t}$ with $f_{-k}=f_k$. Then

$$c_4=f_1F_1+f_2F_2,\qquad c_{-5}=f_1F_2+f_2F_1,\tag{21}$$

which are equal when $F_1=F_2$. The computed ratio is $1.48\times10^{-2}/5.44\times10^{-3}=2.7$. The response is therefore not instantaneous, yet it keeps the selection rule.

Changing the target separates the two symmetries. Adding the trefoil potential $0.1(x^3-3xy^2)$ removes inversion symmetry but keeps the threefold axis. The linear field then produces order 2 with $A_2=3.2\times10^{-3}$, while the threefold rule still holds to rounding. Adding $0.3x^2$ to (20) instead keeps inversion symmetry but removes the threefold axis. The odd rule survives in the linear field. In the counter-rotating fields order 3 appears with $A_3=3.4\times10^{-3}$, and the first harmonic becomes elliptical, with $|c_{-1}|/|c_1|=0.15$. For the round target, making the fields co-rotate gives $A_3=1.7\times10^{-2}$.

Finally, start the round target suddenly in its field-free ground state. The largest mismatch between the two sides of (14) within a cycle, relative to the largest $|d_+|$, is initially $0.85$. It is $0.42$ after 20 cycles, $8\times10^{-3}$ after 100 and $1.2\times10^{-9}$ after 400. Between the last two the mean decay rate is

$$\frac{1}{300}\ln\frac{8.15\times10^{-3}}{1.15\times10^{-9}}=0.053\ \text{per cycle},$$

and between 20 and 100 cycles it is $0.049$, so the decay is close to exponential. The late rate matches the Floquet eigenvalues: the next two states, with eigenvalues $\lambda_2$ and $\lambda_3$, decay at almost the same rate, with $\ln|\lambda_1/\lambda_2|=0.0525$ and $\ln|\lambda_1/\lambda_3|=0.0529$. This purification is costly. The norm in the slowest-decaying state falls by the factor $0.898$ per cycle, hence to about $0.898^{100}\approx2\times10^{-5}$ of its initial value after 100 cycles. In this model, waiting for loss to remove the transient leaves almost no electron to radiate. The numerical output lists the remaining values.

## Computed values

```
All quantities in atomic units unless marked
omega = 0.35, period = 17.9520, field amplitude = 0.3
loss eta = 0.002, trefoil = 0.1, ellipse = 0.3
states kept, round target: 59
lowest level 0.93055, next 2.14070
linear: |U(T)-W^2| = 3.5e-14, eigenstate error = 2.0e-15
  loss per cycle = 8.836 %, ground-state weight = 0.9717
counter-rotating: |U(T)-W^3| = 1.3e-13, eigenstate error = 3.6e-15
  loss per cycle = 10.160 %, ground-state weight = 0.8411
Linear field, round target: order, dipole amplitude
  1  1.548e-01
  2  4.565e-17
  3  2.196e-03
  4  1.076e-16
  5  1.793e-05
  6  3.878e-17
  7  4.563e-08
Counter-rotating, round target: order, |c_+q|, |c_-q|
  1  2.057e-01  3.883e-17
  2  7.715e-17  2.814e-01
  3  7.036e-16  4.284e-16
  4  1.480e-02  4.495e-16
  5  9.771e-17  5.439e-03
  6  5.144e-17  1.088e-17
  7  1.698e-04  2.288e-17
  8  2.050e-17  1.102e-04
Largest forbidden / largest amplitude (orders 0 to 9)
  round: odd rule 9.7e-16, threefold rule 2.5e-15
  trefoil: odd rule 2.8e-02, threefold rule 1.7e-15
  ellipse: odd rule 8.6e-15, threefold rule 2.0e-01
trefoil, linear field: order 2 amplitude = 3.217e-03
ellipse, counter-rotating: order 3 amplitude = 3.380e-03
ellipse, counter-rotating: |c_-1|/|c_+1| = 1.471e-01
round, co-rotating: order 3 amplitude = 1.655e-02
Sudden start: cycles elapsed, relative violation of dipole relation
  0  8.51e-01
  20  4.16e-01
  100  8.15e-03
  400  1.15e-09
larger basis (88 states), finer steps: largest change = 1.5e-04 %
```
